No-pair Levy search and electron-positron stationarity of the Kohn-Sham operator

**1. One electron and two levels**

Take one free-electron state e₊ and one free-positron state e₋, real and orthonormal. In a static potential the one-electron operator has the matrix elements

⟨e₊|h|e₊⟩ = a, ⟨e₋|h|e₋⟩ = −b, ⟨e₋|h|e₊⟩ = g, with a + b > 0.

A no-pair description must say which direction counts as "electron". Let it be

φ = cosθ e₊ + sinθ e₋,

and let χ = −sinθ e₊ + cosθ e₋ be the excluded direction. The energy is

E(θ) = a cos²θ − b sin²θ + g sin2θ.

Minimising over θ would give the lower eigenvalue, a positron level: the variational collapse. Since dφ/dθ = χ, the slope is

dE/dθ = −(a+b) sin2θ + 2g cos2θ = 2⟨χ|h|φ⟩.

It vanishes when h does not couple φ to the excluded state. The maximum lies at tan2θ = 2g/(a+b) with |θ| < π/4 (the minimum, a quarter turn away, has the same tangent), and there

E_max = (a−b)/2 + R, R = √[((a+b)/2)² + g²].

This is the upper eigenvalue. There the second derivative is −4R, which is −2(ε₊−ε₋), because the eigenvalues differ by 2R. For small g the gain over the free choice θ = 0 is

E_max − a ≈ g²/(a+b).

**2. Several electrons without repulsion**

Let the finite one-particle basis have M electron and M′ positron dimensions, and let there be N ≤ M electrons. P is a projector of rank M and Q = 1 − P. The rest energy is subtracted, so positron levels lie near −2c² and below (atomic units). Positron states are simply excluded. Vacuum polarisation and charge renormalisation are left out.

For fixed P, the least energy of N electrons is the sum of the N lowest eigenvalues μ_k of PhP within the range of P. Let ε_k be the k-th electron eigenvalue of h, that is, its eigenvalue number M′+k from below. The eigenvectors of h up to ε_k span M′+k dimensions. Their intersection with the range of P has dimension at least

M + (M′+k) − (M+M′) = k.

On this intersection ⟨h⟩ ≤ ε_k, so the min-max theorem gives μ_k ≤ ε_k. Summing over k,

max_P min_{Φ in P} ⟨Φ|h|Φ⟩ = Σ_{k≤N} ε_k.

Equality is reached when P projects on the electron eigenvectors of h. In this noninteracting problem the maximum is global.

Now label occupied orbitals i, empty electron orbitals a and positron orbitals r. Rotate P by e^K with

K = Σ (k_ri |r⟩⟨i| + k_ra |r⟩⟨a|) − h.c.

To first order φ_i gains Σ_r k_ri φ_r, so

δE = 2 Re Σ k_ri ⟨i|h|r⟩. (1)

Real and imaginary k_ri test the real and imaginary parts separately. Stationarity therefore means ⟨r|h|i⟩ = 0 for every occupied i. The parameters k_ra are absent: they leave the determinant unchanged.

At the spectral projector, normalisation to second order gives

δE = −Σ |k_ri|² (ε_i − ε_r).

The coupling of a rotated occupied orbital to the empty ones is itself second order there, so relaxation enters at fourth order. For real parameters the curvatures are −2(ε_i−ε_r), and zero for the k_ra. One electron with M = M′ = 1 returns section 1.

**3. A lattice, and the limit of large c**

Each site of a chain with spacing 1 bohr carries an upper component u and a lower component l. The free operator is

T = [[0, cDᵀ], [cD, −2c²]], (Du)_j = u_{j+1} − u_j,

with u = 0 beyond the last site. The lower row of Tψ = Eψ gives l = cDu/(2c²+E). For E much smaller than 2c² this is l ≈ Du/(2c), and the upper row becomes DᵀDu/2 = Eu, the nonrelativistic kinetic energy.

To leading order in 1/c, free electrons and positrons have the components

(u, Du/(2c)) and (−Dᵀl/(2c), l).

A scalar site potential V acts equally on both components, so their coupling is

g ≈ [lᵀVDu − (Dᵀl)ᵀVu]/(2c) = lᵀ(VD − DV)u/(2c).

A constant potential gives no coupling. For fixed V on a fixed lattice g is of order 1/c and the gap of order 2c², so the noninteracting gain from rotating the free projector is of order c⁻⁴.

**4. Adding the repulsion**

With a pair repulsion W and external potential v, define

E[v] = max_P min_{Ψ in P} ⟨Ψ|T+W+V|Ψ⟩. (2)

From here on the maximum is local, and the minimising state is assumed nondegenerate. When P is rotated, Ψ is carried along and then relaxes inside P. Relaxation does not contribute at first order, because Ψ is already a minimum there. With H = T+W+V and K̂ the second-quantised form of K,

δE = ⟨Ψ|HK̂ − K̂H|Ψ⟩ = 2 Re⟨Ψ|HK̂|Ψ⟩,

since K̂† = −K̂. The part of K̂ that annihilates a positron orbital gives zero on Ψ. Hence

δE = 2 Re Σ k_rp ⟨Ψ|H a†_r a_p|Ψ⟩, (3)

where p runs over all electron orbitals. For a determinant and W = 0 this is (1). For a correlated state every orbital with nonzero occupation matters, and W enters directly. Equation (3) is not an orbital eigenvalue equation.

For two electrons with a real antisymmetric amplitude A, normalised to ΣA² = 1, the rotation gives δA = KA + AKᵀ. The two terms contribute equally by antisymmetry, so

δE = 2Σ(HA)·(KA+AKᵀ) = 4 tr[Kᵀ(HA)Aᵀ],

∂E/∂k_rp = 4⟨r|(HA)Aᵀ|p⟩.

**5. Fixing the density**

At fixed P the Levy functional is

F_P[n] = min_{Ψ in P, Ψ→n} ⟨Ψ|T+W|Ψ⟩,

so that min_Ψ⟨H⟩ = min_n (F_P[n] + v·n). Combining this minimisation over electronic states with the maximisation over projectors suggests

F[n] = max_P F_P[n]. (4)

This cannot be a supremum over all projectors. On four sites with M = 4, let P contain both components of sites 1 and 2. No state in P has density on sites 3 and 4, so for a density that does, the minimum runs over an empty set and F_P = +∞. In (4) P is therefore restricted to a neighbourhood of a stationary projector in which n can be represented.

The order of operations also matters. Write G(P,n) = F_P[n] + v·n. In general

max_P min_n G ≤ min_n max_P G.

Minimising over n first gives G_n = 0 and dn/dP = −G_nn⁻¹G_nP. The curvature left in P is

G_PP − G_Pn G_nn⁻¹ G_nP. (5)

For a nondegenerate state at fixed P, G_nn is taken positive for density changes that conserve N. The subtracted term in (5) is then non-negative. Negative (5) makes (2) a local maximum, whereas (4) needs G_PP < 0, which is the stronger condition. If it holds, maximising first leaves the density curvature

G_nn − G_nP G_PP⁻¹ G_Pn > 0,

and both orders give the same local value.

**6. The potential and the Kohn-Sham operator**

At fixed n the density constraint has a multiplier, which is the potential v. Stationarity of (4) then makes ⟨T+W+V⟩ stationary under changes of Ψ inside P and under rotations of P. Let n change by δn, and let Ψ and P follow. The total first-order change of ⟨T+W⟩ + v·n is zero, so

δF = −v·δn.

Define T_s[n] in the same way for determinants without W, with its own maximisation over P. Suppose n is also the density of a noninteracting system in a potential v_s. More than one potential may give the same density, so T_s and v_s refer to one stationary branch, followed smoothly as n changes. Not every stationary branch is a maximum over P; section 7 shows one that is not. F and v are likewise taken on one branch. On that branch δT_s = −v_s·δn. With E_Hxc = F − T_s,

v_Hxc = δE_Hxc/δn = v_s − v, (6)

up to a constant. The Kohn-Sham energy expression is

⟨Φ|T+V|Φ⟩ + E_Hxc[n_Φ].

An electron-positron rotation changes the density by

δn(x) = 2 Re Σ k_ri φ_i†(x)φ_r(x).

The last term of the energy therefore changes by v_Hxc·δn = 2 Re Σ k_ri⟨i|v_Hxc|r⟩. Adding the change of the first term gives (1) with

h_KS = T + v + v_Hxc.

No projector surrounds v_Hxc. Let γ project on the occupied orbitals. Stationarity under electron-positron rotations gives

Q h_KS γ = 0. (7)

Stationarity under occupied-empty rotations gives (P−γ)h_KS γ = 0. Adding the two,

(1−γ) h_KS γ = 0.

With its adjoint this says [h_KS, γ] = 0. Diagonalising inside the occupied space yields

h_KS φ_i = ε_i φ_i. (8)

These conditions do not fix the block Q h_KS (P−γ), so [h_KS, P] = 0 does not follow. The freedom has a limit: the determinant must remain the lowest state in P, and turning an empty orbital far into the positron space would put a lower state there. If the occupied orbitals are the N lowest electron eigenvectors of h_KS, P may be chosen as its spectral projector. This choice changes neither the determinant nor its density.

Two departures show what (7) depends on. If P is frozen, the Kohn-Sham equation is P h_KS P φ_i = ε_i φ_i, and Q h_KS φ_i is generally nonzero. If P is varied but the functional depends explicitly on it, the condition for real k_ri is

2 Re⟨i|h_KS|r⟩ + ∂E_Hxc,P/∂k_ri = 0.

The extra term generally prevents the coupling from vanishing. The derivation of (7) thus rests on a functional of the density alone. The exact E_Hxc has this form because the projector has already been made stationary in F and in T_s.

**7. Two electrons on four sites**

The model has c = 2 a.u., so 2c² = 8 hartree, and v = (−1, 0, −0.5, 0) hartree. The repulsion at distance d is 2/√(1+d²) hartree, with d in bohr. The electrons are spinless. These are round parameters and describe no material. The interacting problem is solved fully within each P, and P is varied over real rotations.

The free projector gives 0.2675 hartree and the optimal one 0.2713 hartree, a gain of 0.0038 hartree. A second starting projector leads to the same energy. At the free projector the slope along a chosen rotation is 0.0464 hartree, both from finite differences and from the two-electron formula.

The optimal density is n = (0.957, 0.128, 0.601, 0.313). Hence

v·n = −0.957 − 0.5×0.601 = −1.258 hartree,

F = 0.271 + 1.258 = 1.529 hartree.

Direct minimisation at fixed density and optimal P gives the same value. For a projector rotated by a parameter vector of length 0.2, the constrained minimum is lower, 1.367 hartree, which is consistent with a local maximum over P.

The largest curvature in P is about −0.0013 hartree, at fixed v and at fixed n alike, so both conditions of section 5 hold for real rotations. The last printed digits place the fixed-n value 3×10⁻⁶ hartree below the other, whereas (5) says it cannot lie below. The numerical curvatures are therefore not accurate to that last digit, and their order cannot be read from them. The discrepancy is far smaller than their distance from zero. An analytic second-order expansion gives −0.00127291 hartree at fixed v and −0.00127287 hartree at fixed n, in the order (5) requires. For imaginary rotations the largest curvature is −0.00126 hartree, also negative.

Inverting the density from a mean-field starting potential, with v_s = 0 on site 4, gives

v_s = (−0.651, 0.822, −0.227, 0) hartree,

v_Hxc = v_s − v = (0.349, 0.822, 0.273, 0) hartree.

This solution is not unique. The potential (0.4451, 4.1999, −0.6992, 0) hartree gives the same density, but its noninteracting value of ⟨T⟩ is 0.579 hartree. It is stationary without being a maximum: at fixed n its curvature in P is positive in one direction, whereas the first solution has no positive curvature. Still other potentials give this density as well. All Kohn-Sham values below belong to the first potential and its branch.

The two occupied levels are −0.2975 and 0.2933 hartree, with sum −0.0042 hartree. Then

v_s·n = −0.651×0.957 + 0.822×0.128 − 0.227×0.601 = −0.654 hartree,

T_s = −0.004 + 0.654 = 0.650 hartree,

E_Hxc = 1.529 − 0.650 = 0.879 hartree.

Equation (6) is tested by changing v along d = (0.3, −0.5, 0.4, 0) and solving both problems again. The derivative of F − T_s and the product of v_Hxc with the density derivative are both −0.01605 hartree per unit of the path parameter.

To see the invariance of the occupied space without starting from eigenvectors of h_KS, v_s is held fixed and the noninteracting energy is maximised from the free projector. It reaches the sum of the two levels. The coupling out of the occupied space falls to rounding error, while that between empty electron orbitals and Q stays nonzero. Its value, 0.416 hartree in this run, depends on the path of the ascent, because stationarity does not fix this block; smaller steps from the same start end near 0.28 hartree. The occupied space has become invariant and P has not. When the free projector is instead frozen in both the interacting and Kohn-Sham problems, h_KS couples the occupied orbitals to positron states with norm 0.189 hartree.

The interacting projector and the spectral projector of h_KS differ by 0.18 in operator norm. Using the latter in the interacting problem lowers the energy by 3.6×10⁻⁴ hartree. The two systems share a density, but here they do not share this projector.

**8. Where a minimum over densities fails**

If a universal F gave E[v] = min_n(F[n] + v·n) globally, E would be a minimum of functions linear in v, hence concave. Test this without W. For v_s + td, second-order perturbation theory gives

E_s″ = 2Σ_ia |d_ai|²/(ε_i−ε_a) + 2Σ_ir |d_ri|²/(ε_i−ε_r). (9)

Occupied-occupied terms cancel in pairs because their denominators have opposite signs. The first sum is negative or zero; the second is positive or zero, because positron levels lie below.

For N = 2 the sums are −0.0966 and +0.0068, total −0.0898 hartree⁻¹ with d treated as dimensionless and t as an energy. At this potential electron-electron response dominates. The interacting energy is also concave along d, with second derivative −0.0930 hartree⁻¹.

Now fill all four electron states, N = M = 4. No empty electron orbital remains, the first sum vanishes, and E_s″ = +0.0136 hartree⁻¹. The reason is visible without perturbation theory: each P holds one determinant, with energy tr(Ph), so

E_s[v] = max_P tr(Ph)

is a maximum of functions linear in v, and therefore convex. Section 1 was the smallest such case. Complete filling is a feature of the finite basis and does not model an atom, but it disproves a global minimum principle that would hold for every v and N. Complete filling is not needed for the failure: at the second potential of section 7, which is strong on the scale of 2c², the N = 2 energy E_s has second derivative +0.041 hartree⁻¹ along one unit direction in the potentials of sites 1 to 3. What remains in general is stationarity in the density, with a local minimum where the curvature conditions of section 5 are met. The derivation of (7) and (8) uses only that stationarity, together with differentiability and a noninteracting system of the same density. The numerical output lists most of these values to more digits.

Table of computed values

```
speed of light in model: 2.0 a.u.
positron gap 2c^2: 8.0 hartree
external potential, sites 1-4: -1.00 0.00 -0.50 0.00 hartree
repulsion at distance 0-3: 2.0000 1.4142 0.8944 0.6325 hartree
free electron levels: 0.0599 0.4721 1.0388 1.4889 hartree
max-min energy E: 0.271301 hartree
energy with free projector: 0.267458 hartree
gain from maximisation: 0.003843 hartree
slope at free projector, numeric: 0.046401 hartree
slope at free projector, formula: 0.046401 hartree
density, sites 1-4: 0.957145 0.127988 0.601497 0.313370 electrons
natural occupations: 0.999891 0.999891 0.000109 0.000109 electrons
largest curvature in P, fixed v: -0.001273 hartree
largest curvature in P, fixed n: -0.001276 hartree
Levy F from E - v.n: 1.529195 hartree
Levy F by direct search: 1.529195 hartree
Levy F at rotated projector: 1.366606 hartree
KS potential v_s, sites 1-4: -0.651006 0.821934 -0.227077 0.000000 hartree
v_Hxc relative to site 4: 0.348994 0.821934 0.272923 0.000000 hartree
KS positron levels: -9.6081 -9.3643 -8.3295 -7.8011 hartree
KS electron levels: -0.2975 0.2933 1.1122 1.8828 hartree
T_s: 0.650249 hartree
E_Hxc: 0.878946 hartree
dE_Hxc along path, numeric: -0.016046 hartree
dE_Hxc along path, v_Hxc.dn: -0.016046 hartree
KS max-min energy from free start: -0.004247 hartree
sum of two KS electron levels: -0.004247 hartree
KS coupling out of occupied space: 6.2e-16 hartree
KS coupling empty-positron: 0.416412 hartree
coupling with frozen projector: 0.189009 hartree
norm of P_int - P_KS: 0.184215 (no unit)
E loss using KS spectral projector: 3.621e-04 hartree
direction d of potential change: 0.3 -0.5 0.4 0.0 (no unit)
E'' interacting along d: -0.093012 1/hartree
E_s'' N=2: e-e part, e-p part: -0.096634 0.006815 1/hartree
E_s'' N=2 numeric: -0.089819 1/hartree
E_s'' N=4: e-e part, e-p part: 0.000000 0.013617 1/hartree
E_s'' N=4 numeric: 0.013617 1/hartree
```
